# Rare-event scaling of KPZ growth with heavy-tailed impulses

## Scale invariance fixes the exponents

A surface of height $h(\mathbf x,t)$ grows over a substrate of dimension $d$. The growth direction is not counted in $d$. Between random impulses the surface obeys the deterministic Kardar–Parisi–Zhang (KPZ) equation

$$\partial_t h=\nu\nabla^2h+\frac{\lambda}{2}|\nabla h|^2,\qquad \lambda>0 .$$

Independent, narrow impulses raise the surface by $w>0$. Those higher than $w$ arrive at the rate $J_0(A_0/w)^m$ per area and time, for $w\ge A_0$. The expected number in a small cell is therefore

$$dN=mJ_0A_0^m\,w^{-1-m}\,dw\,d^dx\,dt ,$$

so the tail exponent of the density is $1+m$.

Stretch the variables by $\mathbf x\to b\mathbf x$, $t\to b^zt$, $h\to b^\alpha h$. The term $\partial_th$ scales as $b^{\alpha-z}$ and the nonlinear term as $b^{2\alpha-2}$. They keep their ratio if

$$\alpha+z=2 .$$

The smoothing term scales as $b^{\alpha-2}$. Relative to $\partial_th$ it changes by $b^{z-2}=b^{-\alpha}$, so by power counting it fades at large scales. The impulse law contributes $b^{-\alpha m}$ from $w^{-1-m}dw$ and $b^{d+z}$ from the cell. It is invariant if $\alpha m=d+z$. Inserting $z=2-\alpha$ gives $\alpha(m+1)=d+2$, hence

$$\boxed{\alpha=\frac{d+2}{m+1}},\qquad z=\frac{2m-d}{m+1},\qquad \beta=\frac{\alpha}{z}=\frac{d+2}{2m-d}.$$

Here $\beta$ describes roughening in time from a flat start.

One part of the impulse law is not invariant: the cutoff $A_0$, which moves towards zero in rescaled units. The argument assumes that the many small impulses admitted in this way do not take over the fluctuations. This is the meaning of "large impulses dominate". The result is thus a scaling estimate under a condition, not a theorem.

## How one impulse spreads

Drop $\nu$ and write the growth law as a maximum over velocities:

$$\frac{\lambda}{2}|\nabla h|^2=\max_{\mathbf u}\left(\mathbf u\cdot\nabla h-\frac{u^2}{2\lambda}\right).$$

The maximum lies at $\mathbf u=\lambda\nabla h$, where the bracket is $\lambda|\nabla h|^2-\lambda|\nabla h|^2/2$, as required. Over a short time $\delta t$ this means

$$h(\mathbf x,t+\delta t)=\max_{\mathbf u}\left[h(\mathbf x+\mathbf u\,\delta t,t)-\frac{u^2\delta t}{2\lambda}\right].$$

Repeating the step gives a maximum over paths. Between fixed end points the cost $\int u^2dt/(2\lambda)$ is least at constant velocity, by the Cauchy–Schwarz inequality. Therefore

$$h(\mathbf x,t)=\max_{\mathbf y}\left[h(\mathbf y,0)-\frac{|\mathbf x-\mathbf y|^2}{2\lambda t}\right].$$

A narrow spike of height $A$ on a flat surface becomes the paraboloid $A-r^2/(2\lambda t)$. It meets the base at

$$L=\sqrt{2\lambda At},$$

which again gives $t\sim L^{2-\alpha}$ when $A\sim L^\alpha$.

The sign of the tail matters. The centre of a pit of radius $a$ can draw on the intact surface at its rim, so its depth cannot exceed $a^2/(2\lambda t)$, however deep it was. Deep pits heal, and a heavy tail of downward impulses does not produce this scaling when $\lambda>0$.

A first-order upwind solution of the differential equation, which does not use the maximum formula, bears out both results. In model units with $\lambda=1$, a spike of height 1 has at $t=8$ a radius at half height of 2.80, against $\sqrt{8}=2.83$. A pit of radius 2 and initial depth 4 has at $t=2$ a depth of 1.03, against 1.00.

## Leading asymptotics with its prefactor

Take an impulse of age $\tau$ at distance $r$ from an observation point. On a flat background it lifts the point by at least $A$ if

$$w\ge A+\frac{r^2}{2\lambda\tau}.$$

For $A\ge A_0$ the expected number of such impulses is

$$N(A)=J_0A_0^m\int_0^td\tau\int d^dr\left(A+\frac{r^2}{2\lambda\tau}\right)^{-m}.$$

Put $\mathbf r=\sqrt{2\lambda\tau A}\,\mathbf q$. The inner integral becomes $A^{d/2-m}(2\lambda\tau)^{d/2}I$, with

$$I=\int\frac{d^dq}{(1+q^2)^m}
=\frac1{\Gamma(m)}\int_0^\infty ds\,s^{m-1}e^{-s}\left(\frac{\pi}{s}\right)^{d/2}
=\pi^{d/2}\frac{\Gamma(m-d/2)}{\Gamma(m)} .$$

The middle form uses $\Gamma(m)(1+q^2)^{-m}=\int_0^\infty s^{m-1}e^{-s(1+q^2)}ds$ followed by the Gaussian integral over $\mathbf q$. It requires $m>d/2$. Since $\int_0^t\tau^{d/2}d\tau=t^{1+d/2}/(1+d/2)$,

$$N(A)=J_0A_0^mA^{d/2-m}\frac{(2\pi\lambda)^{d/2}t^{1+d/2}}{1+d/2}\frac{\Gamma(m-d/2)}{\Gamma(m)} .$$

Define the rare-event height by $N(A)=1$. Then $A^{m-d/2}\propto t^{1+d/2}$, which is $A\propto t^\beta$. To express it through the reach, insert $t=L^2/(2\lambda A)$. The powers of $A$ combine to $d/2-m-1-d/2=-(m+1)$, and those of $2\lambda$ to $d/2-1-d/2=-1$:

$$A^{m+1}=J_0A_0^m\,\frac{\pi^{d/2}\,\Gamma(m-d/2)}{2\lambda(1+d/2)\Gamma(m)}\,L^{d+2}.$$

This is the roughness law with the prefactor of the single-event height. The prefactor of the full roughness remains unknown, because a path can pass through several impulses and collect all their heights.

## First correction: the width of the impulse

A real impulse has a footprint. Take $d=2$ and let each impulse be a flat disc of height $w$ and radius $a=w/2$. Outside the disc the lift is $w-(r-a)^2/(2\lambda\tau)$, so the lift exceeds $A$ within the radius $a+\sqrt{2\lambda\tau(w-A)}$. Counting by height gives

$$N=mJ_0A_0^m\pi\int_A^\infty\frac{dw}{w^{m+1}}\int_0^td\tau\left[2\lambda\tau(w-A)+w\sqrt{2\lambda\tau(w-A)}+\frac{w^2}{4}\right].$$

The first term is the narrow-impulse result. With $\int_A^\infty w^{-m-1}(w-A)dw=A^{1-m}/[m(m-1)]$ it is

$$N_0=J_0A_0^m\,\frac{\pi\lambda t^2}{m-1}\,A^{1-m},$$

in agreement with the general formula at $d=2$. In the second term the time integral is $\tfrac23t^{3/2}\sqrt{2\lambda}$. The height integral, with $w=A(1+q)$, is

$$\int_A^\infty w^{-m}(w-A)^{1/2}dw=A^{3/2-m}B\!\left(\tfrac32,m-\tfrac32\right),$$

where $B$ is the beta function. Dividing by $N_0$ and using $\sqrt{2A/(\lambda t)}=2A/L$,

$$\frac{N_1}{N_0}=\frac43m(m-1)\,B\!\left(\tfrac32,m-\tfrac32\right)\frac AL .$$

Because $N_0\propto A^{-(m-1)}$, restoring $N=1$ shifts the height by the fraction $N_1/[(m-1)N_0]$. To first order,

$$A_{\rm disc}=A\left[1+\frac43m\,B\!\left(\tfrac32,m-\tfrac32\right)\frac AL\right],$$

with $A$ and $L$ on the right taken from the narrow-impulse theory. Since $A/L\propto L^{\alpha-1}$, the correction dies out at large scales if $\alpha<1$. The third term in the count is of order $(A/L)^2$.

The quadratic KPZ term itself is a small-slope form. If the surface advances along its normal at speed $v$, then $\lambda=v$, and a needle of height $A$ produces a surface at distance $vt$ from the solid. At the level of the surrounding film its radius $R$ satisfies $R^2+(vt-A)^2=(vt)^2$ for $vt>A$, so

$$R^2=2vtA-A^2=L^2-A^2 .$$

This correction is also of second order in $A/L$. For flat discs the footprint therefore comes first. A sphere has a rounded top, $w-r^2/w$ near its centre, which changes the spreading profile to about $w-r^2/(2\lambda\tau+w)$. Its footprint correction is thus also only of second order.

## Where the law ends

The slopes $A/L$ fall with scale if $\alpha<1$, which requires $m>d+1$. For smaller $m$ the tallest needles outrun the small-slope equation. In normal growth they spread sideways no faster than $v$, so for $A\gg vt$ the reach is $L=vt$. One impulse per region then means

$$J_0(A_0/A)^mL^d\,t\sim1,\qquad t=L/v,$$

and hence $A\propto L^{(d+1)/m}$ with $z=1$. This second regime joins the first at $m=d+1$, where both exponents equal 1. It applies to needles, not to compact droplets whose width grows with their height.

At large $m$ the many small impulses win. They produce ordinary KPZ roughness with exponent $\alpha_G$, and rare events can dominate if $\alpha>\alpha_G$, or

$$m<\frac{d+2}{\alpha_G}-1 .$$

For $d=1$, $\alpha_G=1/2$ and the bound is 5. For $d=2$, the rough numerical value $\alpha_G\approx0.39$ gives about 9. Near the bound the two contributions grow almost equally fast, and a clean power law needs a very wide range of scales.

## A growth simulation in one dimension

The counting above treats impulses singly. A lattice simulation includes their interaction. In each step every site receives an independent impulse $w\ge1$ with density proportional to $w^{-1-m}$, and the surface is then replaced by $\max_k[h(x+k)-k^2/2]$ with $|k|\le8$. Heights are measured after this spreading. The exponent $\alpha$ was fitted to the mean standard deviation of the height on rings of 64 to 512 sites at late times. The exponent $\beta$ was fitted to the interquartile range of heights between steps 16 and 512 on 65,536 sites.

| $m$ | $\alpha$ measured | $\alpha$ law | $\beta$ measured | $\beta$ law |
|---|---|---|---|---|
| 2.5 | 0.89 | 0.86 | 0.80 | 0.75 |
| 3 | 0.79 | 0.75 | 0.62 | 0.60 |

All four measured values lie above the law, by 3 to 7 percent of the predicted value. Two repeats on 32,768 sites with other random numbers gave $\beta=0.71$ and $0.80$ for $m=2.5$, and $0.60$ and $0.65$ for $m=3$. The excess in $\beta$ is thus comparable with the sampling scatter. Raising the limit on $|k|$ to 24 changed these values by less than 0.01. The cause of the excess in $\alpha$ is left open. Two controls used the same spreading rule. Exponential impulses gave $\beta=0.37$, and downward impulses with the $m=3$ tail gave $0.32$. Both are near the ordinary value $1/3$ and well below the values for upward heavy tails. The data support the estimate at these sizes but do not prove the asymptotic law.

## A copper film with droplets

Consider a thick copper coating grown from a vapour that also carries droplets, as in arc deposition. The growth speed is $v=\lambda=10$ nm/s for $t=1000$ s, so the film is 10 µm thick. Choose $m=5$, $A_0=50$ nm and $J_0=0.1$ per µm² per second, which is $10^{-7}$ nm$^{-2}$ s$^{-1}$. A droplet's height is its diameter. The exponents are $\alpha=2/3$, $z=4/3$ and $\beta=1/2$.

For $d=2$ and $m=5$, the condition $N_0=1$ reads

$$A^4=\frac{\pi}{4}J_0A_0^5vt^2
=\frac{\pi}{4}(10^{-7})(50)^5(10)(1000)^2\ \mathrm{nm^4},$$

so $A=125$ nm. The reach is $L=\sqrt{2(10)(125.2)(1000)}=1582$ nm, or 1.6 µm. At a fixed growth speed, four times the growth time doubles $A$ to 250 nm and raises $L$ to 4.5 µm. The single-event formula holds once $A$ exceeds the cutoff, at $1000\,(50/125.2)^2=160$ s. This does not mean that the roughness of the film follows $t^{1/2}$ from then on.

Independent arrivals make the number of qualifying impulses a Poisson variable. The largest single lift thus exceeds $A'$ with probability $1-\exp[-(A/A')^4]$. Its median is $A(\ln2)^{-1/4}=137$ nm, and random sampling of 3000 impulse histories gave 139 nm.

These heights are scales, not a predicted root-mean-square roughness. The expected number of droplets that singly lift a point by at least 50 nm is $(125.2/50)^4\approx39$, so accumulation matters. Adding the lifts along the best paths, for a few random samples of narrow droplets on a square of side 10 µm, gives a standard deviation of height that ranged from roughly 75 to 135 nm at 1000 s. Between 250 and 2000 s its fitted growth exponent ranged from about 0.2 to 0.55. Without the droplets above 100 nm the standard deviation is still about 55 to 70 nm at 1000 s. The smaller droplets thus make most of the roughness in some samples, while a few large ones dominate it in others. On an area this small, $\beta=1/2$ describes the single-event height, and these few samples do not fix a growth exponent for the roughness of the film.

The footprint correction uses $B(3/2,7/2)=5\pi/128=0.123$ and $A/L=0.079$:

$$\frac{A_{\rm disc}}{A}-1=\frac{20}{3}(0.123)(0.079)\approx0.065 .$$

The single-event height rises from 125 to about 133 nm. A sphere fits inside the disc profile, so within the KPZ equation it gives a smaller rise, here less than 1 nm. The disc correction falls as $A/L\propto t^{-1/4}$. Finite slope shortens the reach of a single needle on a flat film by 0.3 percent. The film with accumulated droplets is much steeper, with a median slope near 0.3 and about a fifth of the surface above 0.5. In one sample, exact normal growth in place of the quadratic term lowered the mean rise by about 3 percent and the standard deviation by about 1 nm.

The speed and thickness are meant to be typical of arc-deposited coatings in a rough sense. The droplet tail and rate are chosen, not measured, and the result depends strongly on the tail: $m=3.5$ with the same $J_0$ and $A_0$ gives $A=262$ nm. For a real droplet distribution with $m\le3$ the slopes no longer fall with scale, the mean droplet volume diverges without an upper cutoff, and this example does not apply. Real deposition departs from the model in several ways:

- A directed vapour weakens conformal growth. Halving $\lambda$ at fixed time and droplet supply lowers $A$ to 105 nm. Shadowing is nonlocal and is not sized here.
- Droplets may flatten on landing. For narrow impulses $A\propto A_0^{5/4}$ at fixed $J_0$, so halving all their heights multiplies $A$ by $2^{-5/4}=0.42$, a much larger change than halving $\lambda$. Droplets that keep their volume also widen as they flatten. This brings the factor to roughly 0.44 to 0.46 if they end as flat discs, and to 0.42 to 0.43 if they keep a rounded top.
- Atomic-scale roughness, taken as one atomic spacing $s=0.25$ nm at distance $s$ and growing as $s(L/s)^{0.39}$, reaches about 8 nm at $L$, some 6 percent of $A$. This leaves out the much larger roughness made by the many small droplets.
- Droplets supply a mean thickness of $J_0t(\pi/6)A_0^3m/(m-3)=16$ nm, which is 0.2 percent of the film. This counts only their own material. In the samples above, the film growing over narrow droplets raises the mean surface by roughly 0.8 to 0.9 µm. This extra material follows from the assumed fixed normal speed on sloped ground; a fixed directed vapour flux would not supply it.

Temperature sets a further condition. Capillary surface diffusion damps a ripple of wavenumber $k$ at the rate $Kk^4$, with $K=D_s\gamma\Omega^{4/3}/(k_BT)$, and smooths over a length $(Kt)^{1/4}$. Here $\gamma$ is the surface energy, $\Omega$ the atomic volume and $D_s=D_0e^{-E/k_BT}$. Rough copper values are $E=0.8$ eV, $D_0=10^{-3}$ cm²/s, $\gamma=1.8$ J/m² and a lattice constant of 0.36 nm. They give about 4 nm at 350 K but 58 nm at 600 K. The second length rivals the 63 nm radius of a droplet of height $A$, so a bare droplet would largely flatten within 1000 s. Under the growing film the shape is carried outward first. So soon after landing the droplet is too steep for the small-slope reach, and normal growth spreads it sideways no faster than $v$. The film therefore needs about 6.3 s to carry the shape outward by 63 nm, and the smoothing length at 600 K is then only about 16 nm. In much hotter growth the two processes compete: near 900 K the same rough values give about 53 nm at that age, close to the droplet radius. This temperature is only as good as the inputs: $D_0=0.1$ cm²/s moves it to about 610 K, and $E=0.6$ eV to about 650 K.
